# Body-fixed angular momentum and the symmetric top, part 1

(Sections cited here and not found follow in the second part.)

## Angular momentum on space-fixed and body-fixed axes

A rigid molecule turns freely about its centre of mass. Its orientation is described by the proper rotation matrix $R$ that carries the space-fixed axes $\mathbf e_X,\mathbf e_Y,\mathbf e_Z$ into axes $\mathbf e_x,\mathbf e_y,\mathbf e_z$ attached to the molecule. The columns of $R$ are the body axes,

$$\mathbf e_a=\sum_A R_{Aa}\,\mathbf e_A .$$

Capital indices $A,B,C$ refer to space axes and small indices $a,b,c$ to body axes. A repeated index is summed. Both sets of axes are right-handed, and $\hbar=1$. The wave function $\psi(R)$ is a smooth function of the orientation.

Let $R_A(\theta)$ be the rotation by $\theta$ about the space axis $A$. Turning the molecule moves the wave function to $\psi(R_A(-\theta)R)$. Writing this as $e^{-i\theta J_A}\psi$ and differentiating at $\theta=0$ defines the angular momentum,

$$(J_A\psi)(R)=-i\left.\frac{d}{d\theta}\psi\big(R_A(\theta)R\big)\right|_{\theta=0}. \tag{1}$$

### (a) Find the commutators of the $J_A$ with one another and with the matrix elements $R_{Ba}$.

**Solution.** For a small angle, $R_A(\theta)=1+\theta G_A+\dots$, where $G_A\mathbf v=\mathbf e_A\times\mathbf v$. In components $(\mathbf e_A\times\mathbf v)_B=\epsilon_{BAC}v_C$, so

$$(G_A)_{BC}=-\epsilon_{ABC}.$$

Applying (1) to the function $R_{Ba}$ gives

$$J_AR_{Ba}=-i(G_AR)_{Ba}=i\epsilon_{ABC}R_{Ca}.$$

Since $J_A$ is a first-order derivative, the product rule gives $J_A(f\psi)=(J_Af)\psi+fJ_A\psi$. The commutator of $J_A$ with a function is therefore multiplication by the derivative of that function:

$$[J_A,R_{Ba}]=i\epsilon_{ABC}R_{Ca}. \tag{2}$$

Each body axis thus behaves as a vector when the molecule is turned.

For two generators, apply (1) twice. The function $J_B\psi$ has to be evaluated at the orientation $R_A(s)R$, so

$$(J_AJ_B\psi)(R)=-\partial_s\partial_t\,\psi\big(R_B(t)R_A(s)R\big)\big|_{s=t=0}.$$

The order of the matrices is opposite to that of the operators. In the commutator, subtract the same expression with the two matrices exchanged. Regard $\psi$ as a smooth function of the nine matrix elements. The chain rule produces second derivatives of $\psi$, multiplied by $G_AR$ and $G_BR$, and first derivatives, multiplied by the mixed derivative of the argument. The second-derivative terms agree for both orders and cancel. The mixed derivatives differ by

$$(G_BG_A-G_AG_B)R=-\epsilon_{ABC}G_CR .$$

This follows from the vector identity $\mathbf e_A\times(\mathbf e_B\times\mathbf v)-\mathbf e_B\times(\mathbf e_A\times\mathbf v)=(\mathbf e_A\times\mathbf e_B)\times\mathbf v$. The prefactor $-1$ turns the difference into $+\epsilon_{ABC}$ times the derivative of $\psi$ along $G_CR$. By (1) that derivative is $iJ_C\psi$. Hence

$$[J_A,J_B]=i\epsilon_{ABC}J_C. \tag{3}$$

### (b) Define the component of angular momentum along a body axis. Is there an ordering ambiguity, and how does this component commute with $J_A$?

**Solution.** The projection on $\mathbf e_a$ is

$$J_a=R_{Aa}J_A. \tag{4}$$

The opposite order would differ by $[J_A,R_{Aa}]=i\epsilon_{AAC}R_{Ca}=0$, so there is no ambiguity. Now use (2) and (3):

$$\begin{aligned}
[J_A,J_b]&=[J_A,R_{Bb}]J_B+R_{Bb}[J_A,J_B]\\
&=i\epsilon_{ABC}R_{Cb}J_B+i\epsilon_{ABC}R_{Bb}J_C .
\end{aligned}$$

Exchange the names $B$ and $C$ in the last term. It becomes $i\epsilon_{ACB}R_{Cb}J_B$, which is the negative of the first term. Therefore

$$[J_A,J_b]=0\qquad\text{for every }A\text{ and }b. \tag{5}$$

The physical reason is that a rotation of the molecule turns the vector $\mathbf J$ and the axis $\mathbf e_b$ together. Their scalar product does not change.

### (c) Find the commutators of the body-fixed components, and trace the origin of their sign. What is the sum of their squares?

**Solution.** Insert (4) for the first factor and use (5):

$$[J_a,J_b]=R_{Aa}[J_A,J_b]+[R_{Aa},J_b]J_A=-[J_b,R_{Aa}]J_A .$$

The remaining commutator follows from (2), because $R_{Bb}$ commutes with $R_{Aa}$:

$$[J_b,R_{Aa}]=R_{Bb}[J_B,R_{Aa}]=i\epsilon_{BAC}R_{Bb}R_{Ca}.$$

A cyclic change gives $\epsilon_{BAC}=\epsilon_{ACB}$. The expression $\epsilon_{ACB}R_{Ca}R_{Bb}$ is the $A$ component of $\mathbf e_a\times\mathbf e_b=\epsilon_{abc}\mathbf e_c$. Thus

$$[J_b,R_{Aa}]=i\epsilon_{abc}R_{Ac},$$

and, with $R_{Ac}J_A=J_c$,

$$[J_a,J_b]=-i\epsilon_{abc}J_c. \tag{6}$$

In particular $[J_x,J_y]=-iJ_z$. The sign is opposite to that in (3), and these commutators are called anomalous.

The sign can be followed by expanding both projections at once:

$$[J_a,J_b]=R_{Aa}[J_A,R_{Bb}]J_B+R_{Bb}[R_{Aa},J_B]J_A+R_{Aa}R_{Bb}[J_A,J_B].$$

The last term is the one that would remain for fixed axes. It equals $i(\mathbf e_a\times\mathbf e_b)_CJ_C=+i\epsilon_{abc}J_c$. The first term contains $i\epsilon_{ABC}R_{Aa}R_{Cb}J_B=i(\mathbf e_b\times\mathbf e_a)_BJ_B=-i\epsilon_{abc}J_c$. The second was evaluated above and is also $-i\epsilon_{abc}J_c$. The total is $1-1-1=-1$ times $i\epsilon_{abc}J_c$. The motion of each axis contributes one negative term.

This also shows when the reversal does not occur. Let $\mathbf S$ be a spin with normal commutators that commutes with $R$. Its projections $S_a=R_{Aa}S_A$ have only the third term, so $[S_a,S_b]=+i\epsilon_{abc}S_c$. Equation (6) belongs to the angular momentum that turns the body axes.

For the squares, move $J_A$ through $R_{Ba}$ with (2):

$$J_aJ_a=R_{Aa}J_AR_{Ba}J_B=R_{Aa}R_{Ba}J_AJ_B+i\epsilon_{ABC}R_{Aa}R_{Ca}J_B .$$

Orthogonality of $R$ gives $R_{Aa}R_{Ba}=\delta_{AB}$ and $R_{Aa}R_{Ca}=\delta_{AC}$. The last term contains $\epsilon_{ABA}=0$. Hence

$$J_x^2+J_y^2+J_z^2=J_X^2+J_Y^2+J_Z^2\equiv J^2. \tag{7}$$

The space-fixed form commutes with all $J_a$ by (5). The body-fixed form commutes with all $J_A$ for the same reason. It follows from (5) and (7) that $J^2$, $J_Z$ and $J_z$ commute with each other.

### (d) Express $J_a$ as a small rotation acting on the matrix $R$, and use this to explain (5) and (6).

**Solution.** At a given orientation, (4) is the derivative along a rotation about the direction $\mathbf n=\mathbf e_a$. That rotation is obtained by carrying the body axis back to the coordinate axis, turning about it, and returning:

$$R_{\mathbf n}(\theta)=R\,R_a(\theta)\,R^{-1}.$$

Here $R_a(\theta)$ is the matrix of a rotation about the coordinate axis with the same letter as $a$. Consequently $R_{\mathbf n}(\theta)R=R\,R_a(\theta)$, and

$$(J_a\psi)(R)=-i\left.\frac{d}{d\theta}\psi\big(R\,R_a(\theta)\big)\right|_{\theta=0}. \tag{8}$$

Space-fixed components multiply $R$ from the left, and body-fixed components multiply it from the right. A left and a right multiplication can be done in either order, which is (5).

Two right multiplications give

$$(J_aJ_b\psi)(R)=-\partial_s\partial_t\psi\big(RR_a(s)R_b(t)\big)\big|_{s=t=0}.$$

The matrices now stand in the same order as the operators, whereas in (a) they stood in the opposite order. The mixed derivatives in the commutator therefore differ by $+R(G_aG_b-G_bG_a)=+\epsilon_{abc}RG_c$. With the prefactor $-1$ and the derivative $iJ_c\psi$, this gives (6) again.

### (e) Write all components in Euler angles, and show that they are Hermitian.

**Solution.** Choose

$$R=R_Z(\alpha)R_Y(\beta)R_Z(\gamma),\qquad 0\le\alpha,\gamma<2\pi,\quad 0\le\beta\le\pi .$$

An increase of $\alpha$ is a further left rotation about $Z$. An increase of $\gamma$ is a further right rotation about $z$. An increase of $\beta$ is a rotation about $\mathbf N=R_Z(\alpha)\mathbf e_Y=(-\sin\alpha,\cos\alpha,0)$, because

$$R_Z(\alpha)R_Y(d\beta)R_Y(\beta)R_Z(\gamma)=\big[R_Z(\alpha)R_Y(d\beta)R_Z(-\alpha)\big]R .$$

Thus

$$-i\partial_\alpha=J_Z,\qquad -i\partial_\beta=\mathbf N\cdot\mathbf J,\qquad -i\partial_\gamma=J_z. \tag{9}$$

The third body axis is $\mathbf e_z=(\sin\beta\cos\alpha,\sin\beta\sin\alpha,\cos\beta)$. Equations (9) become

$$\begin{aligned}
-\sin\alpha J_X+\cos\alpha J_Y&=-i\partial_\beta,\\
\cos\alpha J_X+\sin\alpha J_Y&=-\frac{i}{\sin\beta}(\partial_\gamma-\cos\beta\,\partial_\alpha).
\end{aligned}$$

Multiply the second line by $\cos\alpha$ and subtract $\sin\alpha$ times the first to obtain $J_X$. Multiply it by $\sin\alpha$ and add $\cos\alpha$ times the first to obtain $J_Y$:

$$\begin{aligned}
J_X&=-i\Big(-\cos\alpha\cot\beta\,\partial_\alpha-\sin\alpha\,\partial_\beta+\frac{\cos\alpha}{\sin\beta}\partial_\gamma\Big),\\
J_Y&=-i\Big(-\sin\alpha\cot\beta\,\partial_\alpha+\cos\alpha\,\partial_\beta+\frac{\sin\alpha}{\sin\beta}\partial_\gamma\Big).
\end{aligned}\tag{10}$$

For the body components, apply $R^{-1}=R_Z(-\gamma)R_Y(-\beta)R_Z(-\alpha)$ to the directions in (9). On the body axes, $\mathbf N$ has components $(\sin\gamma,\cos\gamma,0)$, and $\mathbf e_Z$ has components $(-\sin\beta\cos\gamma,\sin\beta\sin\gamma,\cos\beta)$. Hence

$$\begin{aligned}
\sin\gamma J_x+\cos\gamma J_y&=-i\partial_\beta,\\
\cos\gamma J_x-\sin\gamma J_y&=-\frac{i}{\sin\beta}(\cos\beta\,\partial_\gamma-\partial_\alpha).
\end{aligned}$$

The same elimination gives

$$\begin{aligned}
J_x&=-i\Big(-\frac{\cos\gamma}{\sin\beta}\partial_\alpha+\sin\gamma\,\partial_\beta+\cot\beta\cos\gamma\,\partial_\gamma\Big),\\
J_y&=-i\Big(\frac{\sin\gamma}{\sin\beta}\partial_\alpha+\cos\gamma\,\partial_\beta-\cot\beta\sin\gamma\,\partial_\gamma\Big).
\end{aligned}\tag{11}$$

The denominators $\sin\beta$ come from the coordinates. At $\beta=0$ and at $\beta=\pi$ the angles $\alpha$ and $\gamma$ describe turns about the same line. Definitions (1) and (8) remain regular there.

The scalar product uses the volume element $d\Omega=\sin\beta\,d\alpha\,d\beta\,d\gamma$. An operator $-i\sum_iv_i\partial_i$ with real $v_i$ is Hermitian if boundary terms vanish and

$$\sum_i\partial_i(\sin\beta\,v_i)=0. \tag{12}$$

Integration by parts then moves the derivative to the other function, and the resulting minus sign is compensated by complex conjugation of $-i$. For $J_x$, the sum is

$$\partial_\beta(\sin\beta\sin\gamma)+\partial_\gamma(\cos\beta\cos\gamma)=\cos\beta\sin\gamma-\cos\beta\sin\gamma=0 .$$

For $J_y$ it is $\cos\beta\cos\gamma-\cos\beta\cos\gamma=0$. For $J_X$ and $J_Y$, the $\alpha$ and $\beta$ terms are respectively $\sin\alpha\cos\beta-\sin\alpha\cos\beta$ and $-\cos\alpha\cos\beta+\cos\alpha\cos\beta$. Both sums vanish. For $J_Z$ and $J_z$ the condition is immediate. Boundary terms in $\alpha$ and $\gamma$ cancel by periodicity, and those in $\beta$ contain $\sin\beta$, which is zero at both ends. All six components are therefore Hermitian on smooth functions of the orientation.

## Hamiltonian, wave functions and levels

The following symbols and results are carried over. The matrix $R=R_Z(\alpha)R_Y(\beta)R_Z(\gamma)$ takes space axes $A$ into body axes $a$, and $\hbar=1$. The Hermitian operators $J_A$ and $J_a=R_{Aa}J_A$ obey

$$[J_A,J_B]=i\epsilon_{ABC}J_C,\qquad [J_a,J_b]=-i\epsilon_{abc}J_c,\qquad [J_A,J_b]=0 .$$

They have the same sum of squares $J^2$. In Euler angles, $J_Z=-i\partial_\alpha$ and $J_z=-i\partial_\gamma$. The increase of $\beta$ is a rotation about $\mathbf N$, so $-i\partial_\beta=\mathbf N\cdot\mathbf J$. The volume element is $\sin\beta\,d\alpha\,d\beta\,d\gamma$.

### (f) Derive the Hamiltonian of a rigid rotor from its kinetic energy. When is $J_z$ conserved?

The commutators of the space-fixed and body-fixed angular momentum components are now established, together with their Euler-angle forms and their Hermiticity. It remains to answer (f) by deriving the Hamiltonian and finding when $J_z$ is conserved, and then to obtain the wave functions and energy levels.
